# Optimal Taper of an Infinitely Wide Slurry Film at Fixed Outlet Thickness: a numerical check

```python
"""
Result under test: for a linearly tapered, infinitely wide slurry film with
fixed outlet thickness, the Reynolds load has one maximum over the film ratio
K = inlet thickness / outlet thickness, near K = 2.19.

Symbols: mu viscosity, U pad speed, L length along sliding, h2 outlet film.
X = x/L, H = h/h2 = K - (K-1)X, P = p h2^2/(6 mu U L), p gauge pressure.
Load coefficient w = (load per width) h2^2/(mu U L^2) = 6 f(K),
f = [ln K - 2(K-1)/(K+1)]/(K-1)^2.
Finite width enters through width_ratio = width/L, with ambient side edges.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import cumulative_trapezoid, simpson, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar


def load_formula(K):
    return 6 * (np.log(K) - 2 * (K - 1) / (K + 1)) / (K - 1)**2


def pressure_formula(K, X):
    H = K - (K - 1) * X
    return (K - 1) * X * (1 - X) / ((K + 1) * H**2)


def stationarity(K):
    return ((K - 1) * (5 * K**2 + 2 * K + 1) / (2 * K * (K + 1)**2)
            - np.log(K))


def load_numeric(K, width_ratio=None, cells=1000, modes=20):
    """Finite volumes along X, cosine series across the width."""
    dx = 1.0 / cells
    H_node = K - (K - 1) * np.arange(1, cells) * dx
    H_face = K - (K - 1) * (np.arange(cells) + 0.5) * dx
    conductance = H_face**3 / dx**2
    source = np.diff(H_face) / dx
    if width_ratio is None:
        terms = [(0.0, 1.0)]
    else:
        odd = 2 * np.arange(modes) + 1
        terms = zip(odd * np.pi / width_ratio, 8 / (odd * np.pi)**2)
    total = 0.0
    for wavenumber, weight in terms:
        band = np.zeros((3, cells - 1))
        band[0, 1:] = conductance[1:-1]
        band[2, :-1] = conductance[1:-1]
        band[1] = (-conductance[:-1] - conductance[1:]
                   - wavenumber**2 * H_node**3)
        total += weight * solve_banded((1, 1), band, source).sum() * dx
    return 6 * total


def film_pressure(X, H, H_cubed=None):
    """Integrate the constant-flux condition for any gap shape."""
    if H_cubed is None:
        H_cubed = H**3
    H_star = trapezoid(H / H_cubed, X) / trapezoid(1 / H_cubed, X)
    gradient = (H - H_star) / H_cubed
    return cumulative_trapezoid(gradient, X, initial=0), H_star, gradient


# Flux of the thin-film velocity profile, from a discrete momentum balance.
gap, slope_p, speed, visc = 1.3, 2.7, 0.8, 1.7
n = 400
dz = gap / n
matrix = np.ones((3, n - 1))
matrix[1] = -2
rhs = np.full(n - 1, slope_p / visc * dz**2)
rhs[0] -= speed
velocity = np.r_[speed, solve_banded((1, 1), matrix, rhs), 0]
flux_numeric = simpson(velocity, x=np.linspace(0, gap, n + 1))
flux_formula = speed * gap / 2 - gap**3 * slope_p / (12 * visc)
assert abs(flux_numeric - flux_formula) < 1e-8


# Exact zero-net-flux Stokes flow in a wedge with one sliding wall.
# Stream function r*(A sin t + C t sin t + D t cos t); wall pressure 2 D mu/r.
def wedge_error(angle):
    s, c = np.sin(angle), np.cos(angle)
    system = [[1, 0, 1],
              [s, angle * s, angle * c],
              [c, s + angle * c, c - angle * s]]
    D = np.linalg.solve(system, [1, 0, 0])[2]
    return 2 * D / (-6 / angle**2) - 1


wedge_big, wedge_small = wedge_error(0.2), wedge_error(0.1)
assert abs(wedge_small) < 0.01
assert abs(wedge_big / wedge_small - 4) < 0.1

# Pressure, flux constant, peak and load for several film ratios.
X = np.linspace(0, 1, 8001)
for K in (1.3, 2.2, 4.0, 8.0):
    P, H_star, _ = film_pressure(X, K - (K - 1) * X)
    assert np.max(np.abs(P - pressure_formula(K, X))) < 1e-6
    assert abs(H_star - 2 * K / (K + 1)) < 1e-5
    assert abs(X[np.argmax(P)] - K / (K + 1)) < 5e-4
    assert abs(P.max() - (K - 1) / (4 * K * (K + 1))) < 1e-6
    assert abs(load_numeric(K) / load_formula(K) - 1) < 1e-4
assert load_numeric(0.5) < 0
assert abs(load_numeric(0.5) / load_formula(0.5) - 1) < 1e-4

# Derivatives used for the optimum and its uniqueness.
k = sp.symbols("k", positive=True)
g = sp.log(k) - 2 * (k - 1) / (k + 1)
G = (k - 1) * (5*k**2 + 2*k + 1) / (2*k * (k + 1)**2) - sp.log(k)
assert sp.simplify(sp.diff(g, k) - (k - 1)**2 / (k * (k + 1)**2)) == 0
assert sp.simplify(sp.diff(g / (k - 1)**2, k) - 2 * G / (k - 1)**3) == 0
G_slope = (k - 1)**2 * (1 + 3*k - 2*k**2) / (2 * k**2 * (k + 1)**3)
assert sp.simplify(sp.diff(G, k) - G_slope) == 0

K_turn = (3 + np.sqrt(17)) / 4
K_best = brentq(stationarity, K_turn, 20, xtol=1e-13)
search = minimize_scalar(lambda K: -load_numeric(K), bounds=(1.1, 8),
                         method="bounded", options={"xatol": 1e-7})
assert abs(search.x - K_best) < 2e-4
assert abs(K_best - 2.19) < 0.005
w_best = load_formula(K_best)

# One rise and one fall at fixed outlet; steady growth at fixed inlet.
K_scan = np.geomspace(1.05, 50, 80)
w_scan = np.array([load_numeric(K) for K in K_scan])
turns = np.diff(np.sign(np.diff(w_scan)))
assert np.count_nonzero(turns) == 1 and turns.min() < 0
assert np.all(np.diff(K_scan**2 * w_scan) > 0)

# Wide limit: side loss falls as 1/width. Narrow limit: side flow dominates.
reference = load_numeric(K_best, cells=400)
loss_20 = 1 - load_numeric(K_best, 20, 400, 200) / reference
loss_40 = 1 - load_numeric(K_best, 40, 400, 200) / reference
assert 0 < loss_40 < 0.04 and abs(loss_20 / loss_40 - 2) < 0.1
narrow = 0.0125
w_groove = load_numeric(K_best, narrow, 4000, 20)
w_narrow = narrow**2 / 4 * (1 - 1 / K_best**2)
assert abs(w_groove / w_narrow - 1) < 0.04

# Worked example: rough values for a floating wafer on a belt polisher.
mu, U, L, h2 = 1.5e-3, 1.0, 0.200, 40e-6
density, heat_capacity = 1050.0, 4200.0
pad_thickness, hard_modulus, soft_modulus = 1.3e-3, 100e6, 5e6
roughness, bow = 5e-6, 5e-6
land_width = narrow * L
h1 = K_best * h2
tilt = (h1 - h2) / L
pressure_unit = mu * U * L / h2**2
mean_pressure = w_best * pressure_unit
H = K_best - (K_best - 1) * X
P, H_star, P_slope = film_pressure(X, H)
peak_pressure = 6 * pressure_unit * P.max()
centre = trapezoid(X * P, X) / trapezoid(P, X)
assert centre > 0.5

# Square wafer: load at the wide optimum, its own optimum, and convergence.
w_square = load_numeric(K_best, 1.0, 400, 20)
w_square_fine = load_numeric(K_best, 1.0, 800, 40)
square_shift = abs(w_square_fine / w_square - 1)
assert square_shift < 1e-3


def square_optimum(cells, modes):
    return minimize_scalar(
        lambda K: -load_numeric(K, 1.0, cells, modes), bounds=(1.1, 8),
        method="bounded", options={"xatol": 1e-6}).x


K_square = square_optimum(400, 20)
K_square_fine = square_optimum(800, 40)
assert abs(K_square_fine - K_square) < 1e-3


def compliant_load(modulus):
    """Local pad compression, solved together with film pressure."""
    factor = 6 * pressure_unit * pad_thickness / (modulus * h2)
    trial = P.copy()
    for _ in range(300):
        updated = film_pressure(X, H + factor * trial)[0]
        change = np.max(np.abs(updated - trial))
        trial = 0.5 * (trial + updated)
        if change < 1e-11:
            break
    assert change < 1e-10
    return 6 * trapezoid(trial, X)


def change_percent(w):
    return 100 * (w / w_best - 1)


w_hard, w_soft = compliant_load(hard_modulus), compliant_load(soft_modulus)
# Ridges along the motion: mean cubed gap is h^3 + 3 h roughness^2.
rough_cubed = H**3 + 3 * H * (roughness / h2)**2
w_rough = 6 * trapezoid(film_pressure(X, H, rough_cubed)[0], X)
bow_shape = 4 * (bow / h2) * X * (1 - X)
w_towards = 6 * trapezoid(film_pressure(X, H - bow_shape)[0], X)
w_away = 6 * trapezoid(film_pressure(X, H + bow_shape)[0], X)

# Pad drag power must equal the viscous dissipation inside the film.
drag = trapezoid(1 / H + 3 * H * P_slope, X)
dissipation = trapezoid(1 / H + 3 * H**3 * P_slope**2, X)
assert abs(drag / dissipation - 1) < 1e-6
power = mu * U**2 * L / h2 * drag
flow = U * H_star * h2 / 2
heating = power / (density * heat_capacity * flow)
reduced_re = density * U * h1**2 / (mu * L)
ram = density * U**2 / 2

print(f"Optimal film ratio K (formula): {K_best:.6f}")
print(f"Optimal K (finite volumes): {search.x:.5f}")
print(f"Turning point of G: K = {K_turn:.4f}")
print(f"Maximum f: {w_best/6:.6f}; load coefficient w: {w_best:.6f}")
for K in (1.5, 1.8, 2.6, 3.0, 4.0):
    print(f"Fixed outlet, K={K:.1f}: load/max = "
          f"{load_formula(K)/w_best:.4f}")
for K in (5.0, 10.0, 50.0):
    ratio = K**2 * load_numeric(K) / (K_best**2 * w_best)
    print(f"Fixed inlet, K={K:.0f}: load/load at K_opt = {ratio:.3f}")
print(f"Wedge Stokes error at 0.2 rad: {100*wedge_big:.3f} %")
print(f"Wedge Stokes error at 0.1 rad: {100*wedge_small:.3f} %")
print(f"Input viscosity: {mu*1e3:.2f} mPa s; speed: {U:.2f} m/s")
print(f"Input length: {L*1e3:.0f} mm; outlet film: {h2*1e6:.1f} um")
print(f"Inlet film: {h1*1e6:.2f} um; tilt: {tilt*1e3:.4f} mrad")
print(f"Pressure unit mu U L/h2^2: {pressure_unit/1e3:.2f} kPa")
print(f"Mean pressure: {mean_pressure/1e3:.2f} kPa"
      f" = {mean_pressure/constants.psi:.2f} psi")
print(f"Load per width: {mean_pressure*L/1e3:.3f} kN/m")
print(f"Peak pressure: {peak_pressure/1e3:.2f} kPa")
print(f"Peak position from inlet: {K_best/(K_best+1)*L*1e3:.1f} mm")
print(f"Centre of pressure from inlet: {centre*L*1e3:.1f} mm")
print(f"Centre beyond mid-length: {(centre-0.5)*L*1e3:.1f} mm")
print(f"Square/wide load at same K: {w_square_fine/w_best:.4f}")
print(f"Square mean pressure: {w_square_fine*pressure_unit/1e3:.2f} kPa")
print(f"Square load mesh and mode shift: {100*square_shift:.4f} %")
print(f"Square optimal K: {K_square_fine:.4f}")
print(f"Square optimal K shift: {abs(K_square_fine-K_square):.6f}")
print(f"Side loss, width/length 20: {100*loss_20:.2f} %")
print(f"Side loss, width/length 40: {100*loss_40:.2f} %")
print(f"Input land between grooves: {land_width*1e3:.2f} mm")
print(f"Grooved/wide load: {100*w_groove/w_best:.4f} %")
print(f"Input pad thickness: {pad_thickness*1e3:.2f} mm")
print(f"Input hard pad modulus: {hard_modulus/1e6:.0f} MPa")
print(f"Hard pad load change: {change_percent(w_hard):.2f} %")
print(f"Input soft stack modulus: {soft_modulus/1e6:.0f} MPa")
print(f"Soft stack load change: {change_percent(w_soft):.2f} %")
print(f"Input rms roughness: {roughness*1e6:.1f} um")
print(f"Roughness load change: {change_percent(w_rough):.2f} %")
print(f"Input wafer bow: {bow*1e6:.1f} um")
print(f"Bow towards pad, load change: {change_percent(w_towards):.2f} %")
print(f"Bow away from pad, load change: {change_percent(w_away):.2f} %")
print(f"Input density: {density:.0f} kg/m^3")
print(f"Input heat capacity: {heat_capacity:.0f} J/(kg K)")
print(f"Reduced Reynolds number at inlet: {reduced_re:.4f}")
print(f"Ram pressure: {ram/1e3:.3f} kPa")
print(f"Ram/mean film pressure: {100*ram/mean_pressure:.2f} %")
print(f"Drag power per width: {power:.3f} W/m")
print(f"Adiabatic slurry heating: {heating:.4f} K")
print("success")
```

Output:

```
Optimal film ratio K (formula): 2.188705
Optimal K (finite volumes): 2.18870
Turning point of G: K = 1.7808
Maximum f: 0.026707; load coefficient w: 0.160243
Fixed outlet, K=1.5: load/max = 0.8185
Fixed outlet, K=1.8: load/max = 0.9570
Fixed outlet, K=2.6: load/max = 0.9744
Fixed outlet, K=3.0: load/max = 0.9231
Fixed outlet, K=4.0: load/max = 0.7750
Fixed inlet, K=5: load/load at K_opt = 3.372
Fixed inlet, K=10: load/load at K_opt = 6.429
Fixed inlet, K=50: load/load at K_opt = 16.196
Wedge Stokes error at 0.2 rad: -0.799 %
Wedge Stokes error at 0.1 rad: -0.200 %
Input viscosity: 1.50 mPa s; speed: 1.00 m/s
Input length: 200 mm; outlet film: 40.0 um
Inlet film: 87.55 um; tilt: 0.2377 mrad
Pressure unit mu U L/h2^2: 187.50 kPa
Mean pressure: 30.05 kPa = 4.36 psi
Load per width: 6.009 kN/m
Peak pressure: 47.90 kPa
Peak position from inlet: 137.3 mm
Centre of pressure from inlet: 115.5 mm
Centre beyond mid-length: 15.5 mm
Square/wide load at same K: 0.4399
Square mean pressure: 13.22 kPa
Square load mesh and mode shift: 0.0018 %
Square optimal K: 2.3216
Square optimal K shift: 0.000024
Side loss, width/length 20: 3.03 %
Side loss, width/length 40: 1.52 %
Input land between grooves: 2.50 mm
Grooved/wide load: 0.0190 %
Input pad thickness: 1.30 mm
Input hard pad modulus: 100 MPa
Hard pad load change: -1.25 %
Input soft stack modulus: 5 MPa
Soft stack load change: -21.72 %
Input rms roughness: 5.0 um
Roughness load change: -2.22 %
Input wafer bow: 5.0 um
Bow towards pad, load change: 3.98 %
Bow away from pad, load change: -3.75 %
Input density: 1050 kg/m^3
Input heat capacity: 4200 J/(kg K)
Reduced Reynolds number at inlet: 0.0268
Ram pressure: 0.525 kPa
Ram/mean film pressure: 1.75 %
Drag power per width: 5.657 W/m
Adiabatic slurry heating: 0.0467 K
success
```
